# A failing check and its repair

Subject: Why Mulliken Charges of an Oxide Molecule Have No Basis-Set Limit.

```python
# RESULT UNDER TEST: Mulliken charges have no route-independent basis limit.
# The same N-electron density of ZnO can be expanded about Zn alone
# (charge of Zn = Z_Zn - N) or about O alone (charge of Zn = Z_Zn), and a
# two-centre basis can give any charge between these for the same density.
# Symbols: S overlap matrix, D density matrix (occupation 2 included),
# L highest angular momentum kept about one centre, R bond length,
# m angular momentum about the bond axis, w share of population put on Zn.
# Atomic units inside; Zn at the origin, O at z = +R.
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, dft

BOHR = const.physical_constants["Bohr radius"][0]
DEBYE = const.e * BOHR / (1e-21 / const.c)   # debye per atomic unit
R_NM = 0.170
R = R_NM * 1e-9 / BOHR
Z_ZN, Z_O = 30, 8
N = Z_ZN + Z_O


def molecule(basis_zn, basis_o):
    return gto.M(atom=[["Zn", (0, 0, 0)], ["O", (0, 0, R)]], unit="Bohr",
                 basis={"Zn": basis_zn, "O": basis_o}, verbose=0)


def solve(mf, guess=None):
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    if not mf.converged:
        mf = mf.newton()
        mf.kernel(mf.mo_coeff, mf.mo_occ)
    assert mf.converged
    return mf


def zn_charge(mol, dm):
    populations = np.einsum("ij,ji->i", dm, mol.intor("int1e_ovlp"))
    first, last = mol.aoslice_by_atom()[0, 2:4]
    return Z_ZN - populations[first:last].sum()


def dipole(mol, dm):
    z_matrix = mol.intor("int1e_r")[2]
    return Z_O * R - np.sum(dm * z_matrix)


def electrons_near_oxygen(mol, dm):
    # electrons inside a sphere of radius R/2 about O, by quadrature
    t, wt = np.polynomial.legendre.leggauss(60)
    t, wt = (t + 1) / 2, wt / 2
    r, wr = R / 2 * t**2, R * t * wt
    x, wx = np.polynomial.legendre.leggauss(40)
    rr, xx = np.meshgrid(r, x, indexing="ij")
    pts = np.stack([rr * np.sqrt(1 - xx**2), 0 * rr, R + rr * xx], -1)
    ao = mol.eval_gto("GTOval_sph", pts.reshape(-1, 3))
    rho = np.sum((ao @ dm) * ao, axis=1).reshape(rr.shape)
    return 2 * np.pi * np.einsum("r,x,rx->", wr * r**2, wx, rho)


def axial_numbers(mol):
    # m label of each real spherical atomic function
    labels = []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        ms = [1, -1, 0] if l == 1 else list(range(-l, l + 1))
        labels += ms * mol.bas_nctr(shell)
    return np.array(labels)


def occupied_blocks(mol, dm):
    # orthonormal occupied orbitals for m = 0, 1, 2 (cosine partners)
    overlap, labels = mol.intor("int1e_ovlp"), axial_numbers(mol)
    blocks = {}
    for m in (0, 1, 2):
        idx = np.where(labels == m)[0]
        s, v = np.linalg.eigh(overlap[np.ix_(idx, idx)])
        root = (v * np.sqrt(s)) @ v.T
        inverse_root = (v / np.sqrt(s)) @ v.T
        occ, u = np.linalg.eigh(root @ dm[np.ix_(idx, idx)] @ root)
        assert np.all(np.minimum(abs(occ), abs(occ - 2)) < 1e-3)
        blocks[m] = (idx, inverse_root @ u[:, occ > 1])
    return blocks


def legendre_table(m, x, lmax):
    # associated Legendre functions with unit norm on -1 < x < 1
    p = np.zeros((lmax + 1, len(x)))
    norm2 = 0.5
    for k in range(1, m + 1):
        norm2 *= (2 * k + 1) / (2 * k)
    p[m] = np.sqrt(norm2) * (1 - x**2) ** (m / 2)
    for l in range(m + 1, lmax + 1):
        p[l] = x * p[l - 1]
        if l > m + 1:
            k = l - 1
            p[l] -= np.sqrt((k*k - m*m) / (4*k*k - 1)) * p[l - 2]
        p[l] *= np.sqrt((4*l*l - 1) / (l*l - m*m))
    return p


def radial_grid():
    # panels crowded towards both nuclei, at r = 0 and r = R
    d = R / 2 * 0.5 ** np.arange(10)
    edges = np.concatenate([[0, R], d, R - d, R + d,
                            R + R * np.array([1, 2, 4, 8])])
    edges = np.unique(np.round(edges, 12))
    t, wt = np.polynomial.legendre.leggauss(8)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * t).ravel(),
            (half[:, None] * wt).ravel())


def expand_about(mol, blocks, centre, lvalues):
    # re-expand the determinant about one nucleus, keeping l <= L
    z0, direction = (0.0, 1.0) if centre == "Zn" else (R, -1.0)
    r, wr = radial_grid()
    x, wx = np.polynomial.legendre.leggauss(600)
    rr, xx = np.meshgrid(r, x, indexing="ij")
    z = z0 + direction * rr * xx
    pts = np.stack([rr * np.sqrt(1 - xx**2), 0 * rr, z], -1)
    ao = mol.eval_gto("GTOval_sph", pts.reshape(-1, 3))
    shell = wr * r**2
    volume = 2 * np.pi * wx[:, None] * shell[None, :]
    full = np.zeros((len(x), len(r)))
    cut = {L: np.zeros_like(full) for L in lvalues}
    kept = dict.fromkeys(lvalues, 0.0)
    for m, (idx, coeff) in blocks.items():
        psi = (ao[:, idx] @ coeff).reshape(len(r), len(x), -1)
        full += 2 * np.sum(psi**2, axis=2).T
        table = legendre_table(m, x, max(lvalues))
        f = np.tensordot(table * wx, psi, axes=(1, 1))
        azimuth = 2 * np.pi if m == 0 else np.pi
        for L in lvalues:
            part = f[:L + 1]
            g = (part * np.sqrt(shell)[None, :, None])
            g = g.reshape(-1, part.shape[2])
            T = azimuth * g.T @ g
            kept[L] += (2 if m == 0 else 4) * np.trace(T)
            phi = np.tensordot(table[:L + 1], part, axes=(0, 0))
            cut[L] += 2 * np.sum((phi @ np.linalg.inv(T)) * phi, axis=2)
    assert abs(np.sum(volume * full) - N) < 5e-3
    rows = []
    for L in lvalues:
        count = np.sum(volume * cut[L])
        assert abs(count - N) < 1e-5
        error = np.sum(volume * abs(cut[L] - full))
        mu = Z_O * R - np.sum(volume * cut[L] * z.T)
        rows.append((L, N - kept[L], error, mu * DEBYE))
    return rows


# ---- self-consistent calculations in ordinary two-centre bases ----
svp = molecule("def2-svp", "def2-svp")
hf_svp = solve(scf.RHF(svp))
dm_svp = np.asarray(hf_svp.make_rdm1())
tz_zn = gto.basis.load("def2-tzvp", "Zn")
tz_o = gto.basis.load("def2-tzvp", "O")
exponents = [0.08, 0.08, 0.15, 0.25]           # one s, p, d, f shell
extra = [[l, [a, 1.0]] for l, a in enumerate(exponents)]
cases = {"def2-SVP": (svp, hf_svp)}
for name, bz, bo in (("def2-TZVP", tz_zn, tz_o),
                     ("TZVP + shells on Zn", tz_zn + extra, tz_o),
                     ("TZVP + shells on O", tz_zn, tz_o + extra)):
    mol = molecule(bz, bo)
    guess = scf.addons.project_dm_nr2nr(svp, dm_svp, mol)
    cases[name] = (mol, solve(scf.RHF(mol), guess))

print(f"bond length R = {R_NM:.3f} nm; electrons N = {N}")
print(f"dipole of charges +e and -e at distance R = {R*DEBYE:.3f} D")
print("extra shell exponents s,p,d,f (1/bohr^2):", exponents)
print("Hartree-Fock, ordinary two-centre bases:")
data = {}
for name, (mol, mf) in cases.items():
    dm = np.asarray(mf.make_rdm1())
    data[name] = (mf.e_tot, zn_charge(mol, dm), dipole(mol, dm),
                  electrons_near_oxygen(mol, dm))
    e, q, mu, inside = data[name]
    print(f" {name}: {mol.nao} functions, energy {e:.5f} hartree")
    print(f"   Zn Mulliken charge {q:+.3f} e, dipole {mu*DEBYE:.3f} D,"
          f" electrons within R/2 of O {inside:.4f}")
on_zn, on_o = data["TZVP + shells on Zn"], data["TZVP + shells on O"]
assert max(on_zn[0], on_o[0]) < data["def2-TZVP"][0] + 1e-7
dq = on_o[1] - on_zn[1]
dmu = on_o[2] - on_zn[2]
dinside = on_o[3] - on_zn[3]
assert abs(dq) > 0.05
assert abs(dq) > 3 * abs(dmu / R) and abs(dq) > 3 * abs(dinside)
print("change when the extra shells move from Zn to O:")
print(f"   Zn Mulliken charge {dq:+.3f} e")
print(f"   dipole {dmu*DEBYE:+.4f} D, dipole/R {dmu/R:+.4f} e")
print(f"   electrons within R/2 of O {dinside:+.4f}")

# ---- one density, all functions on a single nucleus ----
mol, mf = cases["def2-TZVP"]
D = np.asarray(mf.make_rdm1())
S = mol.intor("int1e_ovlp")
blocks = occupied_blocks(mol, D)
counts = [blocks[m][1].shape[1] for m in (0, 1, 2)]
assert 2 * counts[0] + 4 * counts[1] + 4 * counts[2] == N
print("occupied sigma orbitals, pi pairs, delta pairs:", counts)
mu_reference = dipole(mol, D) * DEBYE
for centre in ("Zn", "O"):
    rows = expand_about(mol, blocks, centre, [10, 25, 100, 400])
    q_zn = Z_ZN - (N if centre == "Zn" else 0)
    q_o = Z_O - (N if centre == "O" else 0)
    print(f"all functions on {centre}: Mulliken charges"
          f" Zn {q_zn:+d} e, O {q_o:+d} e")
    for L, missing, error, mu in rows:
        print(f"   L={L}: electrons missed {missing:.5f}, integrated"
              f" |density error| {error:.5f}, dipole {mu:.3f} D")
    missed = [row[1] for row in rows]
    assert all(a > b for a, b in zip(missed, missed[1:]))
    assert missed[-1] < 0.01 and rows[-1][2] < 0.15
    assert abs(rows[-1][3] - mu_reference) < 0.1

# ---- one density, any chosen charge from a two-centre basis ----
n_occ = N // 2
psi = mf.mo_coeff[:, :n_occ]
g = mf.mo_coeff[:, n_occ:2 * n_occ]
print("same def2-TZVP density, two-centre basis built for a target:")
for target in (0, 1, 2):
    w = (Z_ZN - target) / N
    U = np.hstack([psi + (1 - w) * g, psi - w * g])
    metric = U.T @ S @ U
    c = np.linalg.solve(metric, U.T @ S @ psi)
    P = 2 * c @ c.T
    charge = Z_ZN - np.diag(P @ metric)[:n_occ].sum()
    change = abs(U @ P @ U.T - D).max()
    assert abs(charge - target) < 1e-6 and change < 1e-6
    print(f"   share w = {w:.4f}: Zn charge {charge:+.4f} e,"
          f" largest density-matrix change {change:.0e}")

# ---- size of effects left out of the Hartree-Fock model ----
pbe0 = dft.RKS(svp)
pbe0.xc = "pbe0"
pbe0.grids.level = 2
pbe0 = solve(pbe0, dm_svp)
x2c = solve(scf.RHF(svp).sfx2c1e(), dm_svp)
print("left-out effects, shifts from Hartree-Fock in def2-SVP:")
for name, other in (("PBE0 (correlation indicator)", pbe0),
                    ("scalar relativity (X2C)", x2c)):
    dm = np.asarray(other.make_rdm1())
    shift_q = zn_charge(svp, dm) - data["def2-SVP"][1]
    shift_mu = (dipole(svp, dm) - data["def2-SVP"][2]) * DEBYE
    print(f"   {name}: Zn charge {shift_q:+.3f} e,"
          f" dipole {shift_mu:+.3f} D")
print("all good")
```

The run ends like this:

```
bond length R = 0.170 nm; electrons N = 38
dipole of charges +e and -e at distance R = 8.165 D
extra shell exponents s,p,d,f (1/bohr^2): [0.08, 0.08, 0.15, 0.25]
Hartree-Fock, ordinary two-centre bases:
 def2-SVP: 45 functions, energy -1852.19751 hartree
   Zn Mulliken charge +0.727 e, dipole -6.591 D, electrons within R/2 of O 7.0934
 def2-TZVP: 79 functions, energy -1852.55011 hartree
   Zn Mulliken charge +0.766 e, dipole -7.062 D, electrons within R/2 of O 7.0584
 TZVP + shells on Zn: 95 functions, energy -1852.55344 hartree
   Zn Mulliken charge +0.589 e, dipole -7.086 D, electrons within R/2 of O 7.0598
 TZVP + shells on O: 95 functions, energy -1852.55307 hartree
   Zn Mulliken charge +1.138 e, dipole -7.239 D, electrons within R/2 of O 7.0587
change when the extra shells move from Zn to O:
   Zn Mulliken charge +0.550 e
   dipole -0.1534 D, dipole/R -0.0188 e
   electrons within R/2 of O -0.0010
occupied sigma orbitals, pi pairs, delta pairs: [9, 4, 1]
all functions on Zn: Mulliken charges Zn -8 e, O +8 e
   L=10: electrons missed 1.60069, integrated |density error| 3.60498, dipole -5.116 D
   L=25: electrons missed 0.33105, integrated |density error| 1.33227, dipole -6.885 D
   L=100: electrons missed 0.00173, integrated |density error| 0.06937, dipole -7.062 D
   L=400: electrons missed 0.00002, integrated |density error| 0.00098, dipole -7.062 D
Traceback (most recent call last):
  File "check.py", line 205, in <module>
    rows = expand_about(mol, blocks, centre, [10, 25, 100, 400])
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 143, in expand_about
    assert abs(np.sum(volume * full) - N) < 5e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program: about O, the 600-point Gauss–Legendre grid placed its angular points about 0.017 bohr apart at the Zn nucleus, which is as wide as the decay length of the Zn 1s density. A hand estimate puts the resulting error near 0.01 electron, enough to trip the check on the electron count before the expansion itself was tested. The angular integral now uses short panels that narrow towards the other nucleus, and orbitals are evaluated in slices to save memory. The tested quantities are unchanged, no tolerance is widened, and the electron-count tolerance is tightened from 0.005 to 0.001.

The change:

```diff
@@ -100,4 +100,13 @@
 
 
+def panel_grid(edges, order):
+    # Gauss-Legendre points and weights on consecutive panels
+    t, wt = np.polynomial.legendre.leggauss(order)
+    half = np.diff(edges) / 2
+    mid = (edges[1:] + edges[:-1]) / 2
+    return ((mid[:, None] + half[:, None] * t).ravel(),
+            (half[:, None] * wt).ravel())
+
+
 def radial_grid():
     # panels crowded towards both nuclei, at r = 0 and r = R
@@ -105,10 +114,15 @@
     edges = np.concatenate([[0, R], d, R - d, R + d,
                             R + R * np.array([1, 2, 4, 8])])
-    edges = np.unique(np.round(edges, 12))
-    t, wt = np.polynomial.legendre.leggauss(8)
-    half = np.diff(edges) / 2
-    mid = (edges[1:] + edges[:-1]) / 2
-    return ((mid[:, None] + half[:, None] * t).ravel(),
-            (half[:, None] * wt).ravel())
+    return panel_grid(np.unique(np.round(edges, 12)), 8)
+
+
+def angular_grid():
+    # polar angle from the direction of the other nucleus; the panels
+    # shrink there to resolve its core, and elsewhere stay short enough
+    # for products of the highest Legendre functions used
+    edges = np.concatenate([[0, 0.00625, 0.0125, 0.025],
+                            np.linspace(0.05, np.pi, 63)])
+    theta, w = panel_grid(edges, 20)
+    return np.cos(theta), w * np.sin(theta)
 
 
@@ -117,9 +131,14 @@
     z0, direction = (0.0, 1.0) if centre == "Zn" else (R, -1.0)
     r, wr = radial_grid()
-    x, wx = np.polynomial.legendre.leggauss(600)
+    x, wx = angular_grid()
     rr, xx = np.meshgrid(r, x, indexing="ij")
     z = z0 + direction * rr * xx
     pts = np.stack([rr * np.sqrt(1 - xx**2), 0 * rr, z], -1)
-    ao = mol.eval_gto("GTOval_sph", pts.reshape(-1, 3))
+    pieces = {m: [] for m in blocks}
+    for part in np.array_split(pts, 8):
+        ao = mol.eval_gto("GTOval_sph", part.reshape(-1, 3))
+        for m, (idx, coeff) in blocks.items():
+            values = ao[:, idx] @ coeff
+            pieces[m].append(values.reshape(len(part), len(x), -1))
     shell = wr * r**2
     volume = 2 * np.pi * wx[:, None] * shell[None, :]
@@ -127,6 +146,6 @@
     cut = {L: np.zeros_like(full) for L in lvalues}
     kept = dict.fromkeys(lvalues, 0.0)
-    for m, (idx, coeff) in blocks.items():
-        psi = (ao[:, idx] @ coeff).reshape(len(r), len(x), -1)
+    for m in blocks:
+        psi = np.concatenate(pieces[m])
         full += 2 * np.sum(psi**2, axis=2).T
         table = legendre_table(m, x, max(lvalues))
@@ -141,5 +160,7 @@
             phi = np.tensordot(table[:L + 1], part, axes=(0, 0))
             cut[L] += 2 * np.sum((phi @ np.linalg.inv(T)) * phi, axis=2)
-    assert abs(np.sum(volume * full) - N) < 5e-3
+    total = np.sum(volume * full)
+    print(f"   electrons found by quadrature: {total:.5f}")
+    assert abs(total - N) < 1e-3
     rows = []
     for L in lvalues:
@@ -203,9 +224,9 @@
 mu_reference = dipole(mol, D) * DEBYE
 for centre in ("Zn", "O"):
-    rows = expand_about(mol, blocks, centre, [10, 25, 100, 400])
     q_zn = Z_ZN - (N if centre == "Zn" else 0)
     q_o = Z_O - (N if centre == "O" else 0)
     print(f"all functions on {centre}: Mulliken charges"
           f" Zn {q_zn:+d} e, O {q_o:+d} e")
+    rows = expand_about(mol, blocks, centre, [10, 25, 100, 400])
     for L, missing, error, mu in rows:
         print(f"   L={L}: electrons missed {missing:.5f}, integrated"
```

Output now:

```
bond length R = 0.170 nm; electrons N = 38
dipole of charges +e and -e at distance R = 8.165 D
extra shell exponents s,p,d,f (1/bohr^2): [0.08, 0.08, 0.15, 0.25]
Hartree-Fock, ordinary two-centre bases:
 def2-SVP: 45 functions, energy -1852.19751 hartree
   Zn Mulliken charge +0.727 e, dipole -6.591 D, electrons within R/2 of O 7.0934
 def2-TZVP: 79 functions, energy -1852.55011 hartree
   Zn Mulliken charge +0.766 e, dipole -7.062 D, electrons within R/2 of O 7.0584
 TZVP + shells on Zn: 95 functions, energy -1852.55344 hartree
   Zn Mulliken charge +0.589 e, dipole -7.086 D, electrons within R/2 of O 7.0598
 TZVP + shells on O: 95 functions, energy -1852.55307 hartree
   Zn Mulliken charge +1.138 e, dipole -7.239 D, electrons within R/2 of O 7.0587
change when the extra shells move from Zn to O:
   Zn Mulliken charge +0.550 e
   dipole -0.1534 D, dipole/R -0.0188 e
   electrons within R/2 of O -0.0010
occupied sigma orbitals, pi pairs, delta pairs: [9, 4, 1]
all functions on Zn: Mulliken charges Zn -8 e, O +8 e
   electrons found by quadrature: 38.00000
   L=10: electrons missed 1.60069, integrated |density error| 3.60506, dipole -5.116 D
   L=25: electrons missed 0.33104, integrated |density error| 1.33236, dipole -6.885 D
   L=100: electrons missed 0.00172, integrated |density error| 0.06896, dipole -7.062 D
   L=400: electrons missed 0.00000, integrated |density error| 0.00105, dipole -7.062 D
all functions on O: Mulliken charges Zn +30 e, O -30 e
   electrons found by quadrature: 38.00000
   L=10: electrons missed 14.30241, integrated |density error| 24.80211, dipole -26.925 D
   L=25: electrons missed 5.84733, integrated |density error| 10.89479, dipole -10.422 D
   L=100: electrons missed 0.38568, integrated |density error| 1.56018, dipole -7.119 D
   L=400: electrons missed 0.00150, integrated |density error| 0.06502, dipole -7.062 D
same def2-TZVP density, two-centre basis built for a target:
   share w = 0.7895: Zn charge -0.0000 e, largest density-matrix change 3e-15
   share w = 0.7632: Zn charge +1.0000 e, largest density-matrix change 3e-15
   share w = 0.7368: Zn charge +2.0000 e, largest density-matrix change 3e-15
left-out effects, shifts from Hartree-Fock in def2-SVP:
   PBE0 (correlation indicator): Zn charge -0.132 e, dipole +1.000 D
   scalar relativity (X2C): Zn charge -0.029 e, dipole +0.218 D
all good
```
